# Why a thermal oxide on silicon is compressed after cooling

## Question

I am trying to find the thermal stress in a thin SiO₂ film on a silicon wafer after it cools from the growth temperature. The data are:

- expansion mismatch, silicon minus oxide: $2.1\times10^{-6}$ per kelvin
- cooling by 975 K
- biaxial modulus of the oxide: 87 GPa

The answer is supposed to be a compression near 0.18 GPa. I get neither the sign nor the size. My reasoning was that the oxide shrinks on cooling while the wafer holds on to it, so it should end up stretched. For the size, I took a Poisson ratio of 0.17, converted the modulus to a Young modulus of about 72 GPa, and multiplied by the mismatch strain. That gives 0.148 GPa.

Where do the sign and the missing factor come from? And why does neither the thickness nor the stiffness of the wafer appear in the data? Surely the wafer gives way a little, and bends if the oxide is on one side.

## Answer

The sign depends on which material shrinks more, and the size depends on the film being held in two directions at once. I take tensile stress and extension as positive, and $\Delta T=975$ K as the positive size of the temperature drop. The film is assumed to be free of stress when cooling starts and to respond elastically from then on.

### The sign: compare the free lengths

Imagine the film detached from the wafer at the growth temperature, both with the same length $L_0$. Let each cool freely. The expansion coefficient is defined by $d\ln L=\alpha\,dT$, so the final lengths of film (f) and substrate (s) are

$$
L_f=L_0\exp\left(-\int\alpha_f\,dT\right),\qquad
L_s=L_0\exp\left(-\int\alpha_s\,dT\right),
$$

with both integrals taken upward from the final temperature to the growth temperature. Both pieces shrink. Dividing the second length by the first gives

$$
\frac{L_s}{L_f}=\exp\left(-\int(\alpha_s-\alpha_f)\,dT\right)=e^{-\delta},\qquad \delta=\Delta\alpha\,\Delta T .
$$

Here $\Delta\alpha$ is the mean of $\alpha_s-\alpha_f$ over the interval. The two coefficients may vary with temperature; the mean of their difference is what matters.

Since $\alpha_s>\alpha_f$, the free film is longer than the free wafer. To bond it back on, you must squeeze it to the wafer's length. If the wafer is so thick that it hardly yields, the elastic strain of the film, measured from its own free length, is

$$
e=\frac{L_s-L_f}{L_f}=e^{-\delta}-1=-\delta+\frac{\delta^2}{2}-\dots\approx-\Delta\alpha\,\Delta T .
$$

So the oxide does shrink, as you say, but the silicon forces it to shrink further than it would by itself. That is compression. Your argument would give the right sign for a film that contracts more than its substrate.

With your numbers,

$$
\delta=(2.1\times10^{-6}\ \mathrm{K^{-1}})(975\ \mathrm{K})=2.0475\times10^{-3}.
$$

Keeping the exponential gives $e=-2.0454\times10^{-3}$ instead of $-2.0475\times10^{-3}$. The relative difference is about $\delta/2$, or 0.1 %, so the linear form is adequate here.

### The size: the film is held in two directions

Let $x$ and $y$ lie in the film and $z$ point out of it. For an isotropic film with Young modulus $E$ and Poisson ratio $\nu$, Hooke's law reads

$$
e_{xx}=\frac{1}{E}\left[\sigma_{xx}-\nu(\sigma_{yy}+\sigma_{zz})\right],
\qquad
e_{zz}=\frac{1}{E}\left[\sigma_{zz}-\nu(\sigma_{xx}+\sigma_{yy})\right].
$$

The top surface is free, so $\sigma_{zz}=0$ there, and in a uniform thin film this holds through the thickness. The wafer imposes the same strain $e$ along $x$ and $y$, so $\sigma_{xx}=\sigma_{yy}=\sigma$. The first equation becomes

$$
e=\frac{\sigma-\nu\sigma}{E}=\frac{1-\nu}{E}\,\sigma
\quad\Longrightarrow\quad
\sigma=M_f\,e,\qquad M_f=\frac{E}{1-\nu}.
$$

This $M_f$ is the biaxial modulus, the 87 GPa you were given. Putting in $e=-\Delta\alpha\,\Delta T$,

$$
\boxed{\sigma=-M_f\,\Delta\alpha\,\Delta T}
$$

$$
\sigma=-(87\ \mathrm{GPa})(2.0475\times10^{-3})=-0.178\ \mathrm{GPa}=-178\ \mathrm{MPa}.
$$

With the data as given, the oxide is under a compression of 0.18 GPa. This takes the quoted mismatch as the mean over the whole cooling interval, a point taken up in the last section.

Your 0.148 GPa answers a different question. Suppose a strip of oxide is shortened along $x$ but left free along $y$ and $z$. Then $\sigma_{yy}=\sigma_{zz}=0$ and $\sigma_{xx}=Ee$. With $E=(1-0.17)(87\ \mathrm{GPa})=72.2$ GPa, this is $-0.148$ GPa. Such a strip would widen along $y$ as it is squeezed along $x$. The wafer forbids that widening and imposes a shortening along $y$ as well, which raises the stress by the factor $1/(1-\nu)$.

The film can still expand upward. From the second Hooke equation, with $\sigma=Ee/(1-\nu)$,

$$
e_{zz}=-\frac{2\nu\sigma}{E}=-\frac{2\nu}{1-\nu}\,e=+\frac{2\nu}{1-\nu}\,\delta .
$$

For $\nu=0.17$ this is $8.4\times10^{-4}$: the oxide is slightly thicker than it would be if it had cooled detached from the wafer.

### Why the wafer drops out

The wafer does give way. To see how much, let $h_f$ and $h_s$ be the film and wafer thicknesses and $M_s$ the biaxial modulus of the wafer, taken as equal in all in-plane directions, which holds for (100) and (111) silicon but not for (110). Measure strain from the state of the freely cooled wafer. The free film is then longer by $\delta$, so a common strain $\varepsilon$ gives the film an elastic strain $\varepsilon-\delta$.

**Equal oxide on both faces.** By symmetry the wafer stays flat. No outside force acts, so the in-plane forces per unit width must cancel:

$$
M_sh_s\varepsilon+2M_fh_f(\varepsilon-\delta)=0 .
$$

Divide by $M_sh_s$ and define $r=M_fh_f/(M_sh_s)$:

$$
\varepsilon(1+2r)=2r\delta
\quad\Longrightarrow\quad
\varepsilon-\delta=\frac{2r\delta-(1+2r)\delta}{1+2r}=-\frac{\delta}{1+2r}.
$$

Hence

$$
\sigma=-\frac{M_f\,\Delta\alpha\,\Delta T}{1+2r}.
$$

For $r\to0$ this returns the thick-wafer result. In the opposite limit, $r\to\infty$, the film stress vanishes and $\varepsilon\to\delta$: the oxide dictates the length, and the silicon is stretched.

**Oxide on one face.** Now the wafer also bends. Let $z$ run from its mid-plane toward the film, and write the strain as $\varepsilon(z)=\varepsilon_0+\kappa z$, the same in both in-plane directions. For $h_f\ll h_s$ the film acts as a sheet at $z=h_s/2$ carrying the force $\sigma h_f$ per unit width. The total force must vanish:

$$
\int_{-h_s/2}^{h_s/2}M_s(\varepsilon_0+\kappa z)\,dz+\sigma h_f
=M_sh_s\varepsilon_0+\sigma h_f=0 ,
$$

so $\varepsilon_0=-\sigma h_f/(M_sh_s)$. The total moment about the mid-plane must vanish too:

$$
\int_{-h_s/2}^{h_s/2}M_s(\varepsilon_0+\kappa z)z\,dz+\sigma h_f\frac{h_s}{2}
=\frac{M_s\kappa h_s^3}{12}+\frac{\sigma h_fh_s}{2}=0 ,
$$

which gives the Stoney relation,

$$
\kappa=-\frac{6\sigma h_f}{M_sh_s^2}.
$$

A compressed film has $\sigma<0$ and therefore $\kappa>0$. The strain grows toward the oxide, so the oxide side becomes the longer, convex one. This is the sense in which bending relieves compression.

At the interface, stretching and bending add:

$$
\varepsilon_0+\kappa\frac{h_s}{2}
=-\frac{\sigma h_f}{M_sh_s}-\frac{3\sigma h_f}{M_sh_s}
=-\frac{4\sigma h_f}{M_sh_s}.
$$

The film's elastic strain is this interface strain minus $\delta$. Multiplying by $M_f$,

$$
\sigma=-4r\sigma-M_f\delta
\quad\Longrightarrow\quad
\sigma=-\frac{M_f\,\Delta\alpha\,\Delta T}{1+4r}\qquad(h_f\ll h_s).
$$

For an estimate, take 100 nm of oxide on a 500 µm wafer, with $M_s=180$ GPa, the rounded value for (100) silicon (for (111) it is about 229 GPa):

$$
r=\frac{(87\ \mathrm{GPa})(100\ \mathrm{nm})}{(180\ \mathrm{GPa})(500\ \mathrm{\mu m})}=9.67\times10^{-5}.
$$

Relative to the thick-wafer value, the compression falls by 0.019 % with oxide on both faces and by 0.039 % with oxide on one face. Both changes are far below the precision of your data, which is why neither the thickness nor the stiffness of the wafer was needed. Its thermal expansion does enter, through $\Delta\alpha$.

The bending is small, but it is a way to measure the stress. Using the thick-wafer stress in the Stoney relation,

$$
\kappa=\frac{6(178.1\times10^6\ \mathrm{Pa})(100\times10^{-9}\ \mathrm{m})}
{(180\times10^9\ \mathrm{Pa})(500\times10^{-6}\ \mathrm{m})^2}
=2.4\times10^{-3}\ \mathrm{m^{-1}},
$$

a radius of curvature of about 420 m. The Stoney relation contains $M_s$ but not $M_f$: a measured curvature gives the film stress without knowledge of the film's elastic constants. It assumes that the deflection stays small compared with the wafer thickness.

### When 0.18 GPa is not the stress in the film

The formula gives the thermal part of the stress, provided that $\Delta\alpha$ is the mean over the cooling interval. For real silicon and oxide, your $2.1\times10^{-6}\ \mathrm{K^{-1}}$ is close to the difference at room temperature. Silicon expands more strongly when hot: between 298 and 1273 K the mean difference is about $3.4\times10^{-6}\ \mathrm{K^{-1}}$, if the oxide's coefficient is taken as a constant $0.5\times10^{-6}\ \mathrm{K^{-1}}$. The same formula then gives a compression of about 0.29 GPa. So 0.18 GPa answers the problem as set, but underestimates the elastic thermal stress of a real oxide cooled over this range.

Three further conditions deserve attention.

1. **The starting state.** If a growth stress $\sigma_g$ is still present when cooling begins, and everything afterwards is linear elastic with constant moduli, the stresses add: $\sigma_{\rm total}=\sigma_g-M_f\,\Delta\alpha\,\Delta T$. A curvature measured relative to the bare, flat wafer responds to this total.

2. **Flow while hot.** If the oxide flows freely during the first part of the cooling, the misfit built up there leaves no stress. In an idealized model with complete relaxation above some temperature and none below it, $\Delta T$ must be counted from that temperature, and $\Delta\alpha$ averaged over the interval that remains. Each 100 K removed from the interval, at the same mean mismatch, lowers the compression by
$$
(87\ \mathrm{GPa})(2.1\times10^{-6}\ \mathrm{K^{-1}})(100\ \mathrm{K})=0.018\ \mathrm{GPa},
$$
about a tenth of the result. For real silicon the part removed is the hottest one, where the difference of the coefficients is about $3.9\times10^{-6}\ \mathrm{K^{-1}}$ (1173 to 1273 K, oxide again at $0.5\times10^{-6}\ \mathrm{K^{-1}}$); the drop is then about 0.034 GPa, a little over a tenth of the 0.29 GPa above. The choice of stress-free temperature therefore matters far more here than the compliance of the wafer.

3. **Edges.** At a free side wall of the film, the in-plane stress normal to that wall must vanish. The uniform state used above cannot hold there, and the film's force is passed to the wafer by shear along the interface. The value of 0.18 GPa applies many film thicknesses away from any edge.

Numbers in the example were calculated in double precision.
